Positive Gibbs minimisation for gas-phase metal halides with logarithmic amounts

**1. What fails without the scheme**

A mixture of metal halides can hold about half a mole of a trihalide beside free metal atoms at 10⁻²² mol. Newton's method applied to the amounts themselves can leave the physical region. Take the ten-species mixture treated below in the fixed-volume form of section 3, with trial total amount 24 mol. With every species started at 24 mol and all standard potentials set to zero, one linear update gives a smallest amount of −16.3 mol, whose logarithm does not exist.

Logarithmic amounts cure the sign but not the step. From 0.1 mol of each species, again with zero standard potentials, and now a trial total amount of 0.1 mol, a full Newton step in the logarithms raises φ, the function minimised in section 3, from 1.0 to 4.3×10²⁷ mol. A cap on the step lowers it to −8.7 mol instead. The scheme therefore uses logarithms for positivity and a cap for descent. Since these steps hold the volume fixed, a third part, a separate iteration, adjusts the volume to the given pressure.

**2. The problem and its solution**

Temperature T and pressure P are fixed. Species i has amount n_i, and N = Σ_i n_i. The number of atoms of element j in species i is A_ji ≥ 0; a_i is column i of A. The element amounts b_j > 0 are given. With the standard chemical potential μ_i° at P° = 1 bar, define

g_i = μ_i°/RT + ln(P/P°).

The task is to minimise

G/RT = Σ_i n_i [g_i + ln(n_i/N)],  A n = b,  n_i ≥ 0.

G/RT has the unit mol, because the amounts are molar. Three assumptions are made: every species contains at least one atom, the rows of A are linearly independent, and some strictly positive n satisfies A n = b. The gas is ideal and no condensed phase forms.

To differentiate, write the logarithmic part as Σ_i n_i ln n_i − N ln N. Its derivative is (ln n_k + 1) − (ln N + 1), so

∂(G/RT)/∂n_k = g_k + ln(n_k/N).

A second differentiation, taken along a direction d, gives the curvature

Σ_i d_i²/n_i − (Σ_i d_i)²/N.

Writing d_i = (d_i/√n_i)√n_i, the Cauchy–Schwarz inequality gives (Σd_i)² ≤ N Σd_i²/n_i. The curvature is thus non-negative and vanishes only for d = κn. An allowed direction has A d = 0, whereas A(κn) = κb, so κ = 0. G is strictly convex along allowed directions.

Let c_i = Σ_j A_ji be the atom count of species i, and B = Σ_j b_j. Summing the balances gives Σ_i c_i n_i = B. Since c_i ≥ 1, no amount exceeds B; the feasible set is closed and bounded, and a minimum exists. It cannot lie where some n_i = 0. Move from such a point a fraction ε towards a positive feasible point n⁺: each absent species acquires the amount εn_i⁺ and contributes εn_i⁺ ln ε plus terms linear in ε. The slope contains n_i⁺ ln ε, which tends to −∞, while the species already present give a finite slope. G falls on leaving the boundary. The minimiser is therefore strictly positive, and by strict convexity it is unique.

Subtract Σ_j λ_j[(A n)_j − b_j] from G/RT and set the derivative to zero:

g_i + ln(n_i/N) = a_i·λ,
n_i = N exp(a_i·λ − g_i).

The multiplier λ_j is the chemical potential of element j divided by RT, and each molecule's potential is the sum over its atoms. Inserting the first line into G gives

G_min/RT = Σ_i n_i a_i·λ = b·λ.

A change of elemental reference replaces g_i by g_i + a_i·c. Replacing λ by λ + c then leaves every exponent, and so every amount, unchanged.

**3. The fixed-volume problem**

The unknown N in the exponential law is awkward. Replace it by a trial value M:

n_i = M exp(a_i·λ − g_i),  M = PV/RT.

This describes the same gas in a vessel of fixed volume V. The partial pressure of species i is n_i RT/V = P n_i/M, so its chemical potential divided by RT is g_i + ln(n_i/M). The total pressure is PN/M, which equals P only when N = M.

For fixed M, consider

φ(λ) = Σ_i M exp(a_i·λ − g_i) − b·λ.

Its gradient is A n − b, so a stationary point satisfies the element balances. Its Hessian is

H = A D Aᵀ,  D = diag(n),
zᵀH z = Σ_i n_i (a_i·z)².

This is positive for z ≠ 0, because the rows of A are independent. A minimum exists as well. Along a ray in direction z, φ grows exponentially if any a_i·z is positive. Otherwise b·z = Σ_i n_i⁺ a_i·z is negative, and −b·λ grows linearly. A convex function that grows along every ray has bounded level sets.

The Newton direction δ and the proposed changes v_i of ln n_i follow from

H δ = b − A n,  v_i = a_i·δ.

Take λ ← λ + tδ with

t = min(1, 1/max_i|v_i|).

No population then changes by more than a factor e in one step. To see that φ falls, put w_i = t v_i:

φ(λ+tδ) − φ(λ) = Σ_i n_i(exp w_i − 1) − t b·δ.

From the Newton equation,

b·δ = (A n)·δ + δᵀHδ = Σ_i n_i v_i + Σ_i n_i v_i².

With S = Σ_i n_i v_i², the change in φ becomes

Σ_i n_i(exp w_i − 1 − w_i) − tS.

The ratio (exp w − 1 − w)/w² has the series 1/2 + w/6 + w²/24 + …, and on |w| ≤ 1 it is largest at w = 1, where it is e − 2. Therefore

φ(λ+tδ) − φ(λ) ≤ (e − 2)t²S − tS ≤ −(3 − e)tS,

where t² ≤ t was used. No line search is needed.

The iterates stay in a bounded level set. There H is bounded above and bounded away from singularity, so t has a positive lower limit. Since φ is bounded below, S = δᵀHδ must tend to zero. Then δ and b − A n = Hδ tend to zero, and, in exact arithmetic, λ tends to the unique minimum from any start. In double precision a poor start can make H numerically singular and stall the iteration; section 6 chooses the start to avoid this.

Close to the solution t = 1. Because b − A n = Σ_i a_i n_i v_i, the imbalance after a full step is

A n' − b = Σ_i a_i n_i(exp v_i − 1 − v_i),

which is of second order in v. In the test, reducing the initial error tenfold reduced the error after one step by a factor of 100.01.

**4. Adjusting the volume**

Let N(M) be the total amount after the fixed-volume problem is solved. The outer iteration is

M ← N(M).

It resizes the vessel so that the current gas would have pressure P, then lets the gas react again. To find its rate, let u = ln M and let a prime denote d/du. From the exponential law, (ln n_i)' = r_i with r_i = 1 + a_i·λ'. The balances do not depend on u:

0 = Σ_i a_i n_i r_i = b + Hλ',  so λ' = −H⁻¹b.

Hence

q = d ln N/d ln M = Σ_i n_i r_i/N = 1 − bᵀH⁻¹b/N.

Since Σ_i a_i n_i r_i = 0, multiplying by λ' and adding gives Σ_i n_i r_i² = Σ_i n_i r_i. So q is the population-weighted mean of r_i², and q ≥ 0.

For the upper limit, let 1 denote the vector of ones. Cauchy–Schwarz gives

B² = (1·b)² ≤ (1ᵀH1)(bᵀH⁻¹b).

With c_max the largest atom count, 1ᵀH1 = Σ_i n_i c_i² ≤ c_max B, so bᵀH⁻¹b ≥ B/c_max. Also N ≤ B. Together,

0 ≤ q ≤ 1 − 1/c_max.

The map u → ln N is therefore a contraction on the whole real line, with one fixed point. There N = M, and the conditions of section 2 hold. Starting at M = B ≥ N, the sequence never increases, because the map is non-decreasing. If the last change in ln M is Δ and the inner problem is solved accurately, the remaining error in ln M is at most (c_max − 1)|Δ|.

If no reaction changes the number of molecules, N is fixed by the balances, q = 0 and one update suffices. For a single reaction with coefficients ν_i, extent ξ and Δν = Σν_i, equilibrium at fixed volume keeps Σν_i ln n_i − Δν ln M constant. Differentiation gives ξ' = Δν/Σ(ν_i²/n_i), and since N' = Δν ξ',

q = Δν²/[N Σ_i ν_i²/n_i].

**5. A bound on the error in G**

For any λ define s = ln Σ_i exp(a_i·λ − g_i). For any balanced n with mole fractions x_i = n_i/N,

G/RT − b·λ = −N Σ_i x_i ln[exp(a_i·λ − g_i)/x_i] ≥ −N s,

because the mean of a logarithm does not exceed the logarithm of the mean. The total N of the minimiser is unknown, but Σc_i n_i = B places it between B/c_max and B. The less favourable end gives

G_min/RT ≥ b·λ − sB for s > 0,
G_min/RT ≥ b·λ − sB/c_max for s ≤ 0.

At the end of each fixed-volume solution the balances hold, so G(n) is an upper bound. There s = ln(N/M) and G(n)/RT = b·λ − N s. For s ≤ 0 the two bounds differ by |s|(N − B/c_max). This is a guaranteed limit on the error, not an estimate of it.

**6. Pseudocode**

Early Newton matrices can be nearly singular if a poor λ makes one species outweigh the rest by many powers of ten. The start therefore removes from g the part Aᵀc found by least squares, which affects only the multipliers, and switches on the remainder ρ in increments of at most one. In the example at 1200 K the subtraction alone is enough: the first fixed-volume problem then converges in 25 Newton steps. The increments are a precaution for harder cases.

FIXED_VOLUME(ρ, u, λ)
 repeat
  y_i = u − ρ_i + a_i·λ; n_i = exp(y_i)
  solve (A D Aᵀ)δ = b − A n
  v_i = a_i·δ; m = max|v_i|
  λ ← λ + δ/max(1, m)
 until m < 10⁻⁷
 return λ and n recomputed from λ

MINIMISE(A, b, g)
 c = least-squares solution of Aᵀc ≈ g
 ρ = g − Aᵀc; u = ln B; λ = 0
 K = max(1, ceiling of max|ρ_i|)
 for k = 0 … K: (λ, n) = FIXED_VOLUME(kρ/K, u, λ)
 repeat
  Δ = ln(Σn_i) − u; u ← u + Δ
  (λ, n) = FIXED_VOLUME(ρ, u, λ)
 until |Δ| < 10⁻¹²
 return n, λ + c

The final Newton correction is applied before the inner loop returns, so a last change of 10⁻⁷ leaves a truncation error of second order in that number, multiplied by a factor that depends on H.

**7. Cost**

For m elements and S species, forming H takes of order m²S operations and solving for δ of order m³. A Newton method that keeps all amounts and multipliers as unknowns, with a dense solver, needs of order (S + m)³. Adding a species here adds one column to a sum, not a row to the linear system. The example solves 3×3 systems: 150 Newton steps in all, spread over the 27 fixed-volume solutions of the start (26 increments) and the six that follow the volume updates.

**8. Worked example**

A model metal M and halogen X are carried in hydrogen at 1200 K and 1 bar. The feed is 1 mol M, 3 mol X and 20 mol H atoms, as for one mole of MX3 in ten moles of H2. The species are H2, H, X2, X, HX, M, MX, MX2, MX3 and M2X6. Their enthalpies and entropies are round model parameters, constant in temperature, and are listed in the numerical output.

The main amounts are 9.922 mol H2, 0.8449 mol MX3, 0.1534 mol MX2 and 0.1561 mol HX. There are 1.38×10⁻³ mol MX, 1.58×10⁻⁴ mol M2X6 and 1.6×10⁻¹⁰ mol M atoms. The total is 11.078 mol in 1105 L.

The element potentials reproduce an amount directly. For M and X they are −476.753 and −304.974 kJ/mol, so MX3 has

−476.753 − 3×304.974 = −1391.68 kJ/mol.

The ratio of G to G/RT gives RT = 3322.67/333.021 = 9.9774 kJ/mol, hence a_i·λ = −139.483. With g = −136.910, the mole fraction is exp(−2.573) = 0.0763, and multiplication by 11.078 mol gives 0.845 mol.

The leading reduction reaction is

MX3 + ½ H2 = MX2 + HX,

with ΔH = 155 kJ/mol and ΔS = 80 J/(mol K). At 1200 K, ΔG° = 155 − 96 = 59 kJ/mol and K = exp(−59/9.9774) = 2.703×10⁻³. In the quotient of mole fractions the powers of N combine to N^(−1/2), so the amounts give

0.15337×0.15612/(0.84494×√9.9219×√11.0779) = 2.703×10⁻³.

The amounts in this test come from a separate solver without multipliers, which minimises G along one reaction at a time. Its logarithmic amounts agree with those of the present scheme to 4×10⁻¹⁴ for all ten species.

The volume iteration runs from M = 24 mol to 11.09313, then 11.07793 mol. At the first stage |s| = ln(24/11.09313) = 0.7717. With B = 24 mol and c_max = 8, the gap is 0.7717×(11.093 − 3) = 6.25 mol in G/RT. The next gaps are 1.1×10⁻² and 1.8×10⁻⁵ mol.

The response is q = 0.001644, far below its limit of 0.875. The single-reaction formula explains its size. With Δν = ½,

Σν_i²/n_i = 1/0.845 + 0.25/9.92 + 1/0.153 + 1/0.156 ≈ 14.1 mol⁻¹,

and q ≈ 0.25/(11.08×14.1) = 0.0016. The reduction reaction thus accounts for nearly all of the response. In the formula q is small because Δν² is only 1/4 and is divided both by N, which is mostly H2, and by a sum that the small amounts of MX2 and HX make large. Among thirty random mixtures the largest q was 0.33, so a slower outer iteration must be expected elsewhere.

The temperature scan gives these amounts in mol:

700 K: MX3 0.466, M2X6 0.267, MX2 4.45×10⁻⁴
900 K: MX3 0.965, M2X6 0.0114, MX2 0.0124
1500 K: MX3 0.459, M2X6 4.1×10⁻⁶, MX2 0.493

Two processes compete. Dimerisation of 2 MX3 has ΔH = −1940 + 1820 = −120 kJ/mol, so heating breaks the dimer and at first raises MX3. Reduction is endothermic and later consumes it. Of the five temperatures scanned, 900 K has the most MX3. Free M rises from 1.4×10⁻²² mol at 700 K to 4.6×10⁻⁷ mol at 1500 K.

At weak reduction MX2 and HX have nearly the same amount ξ, and the equilibrium law becomes

ξ² ≈ K n(MX3) √[n(H2) N].

At 700 K, ΔG° = 99 kJ/mol and RT = 9.9774×700/1200 = 5.820 kJ/mol, so K = 4.10×10⁻⁸. With n(H2) ≈ 10 mol and N ≈ 10.73 mol, ξ = 4.45×10⁻⁴ mol, in agreement with the scan.

**9. Numerical stability**

The feed has X:M = 3:1, the composition of both MX3 and M2X6. At low temperature this makes H nearly singular. Take z = (−3, 1, 0) in the order M, X, H. Then a_i·z = 0 for MX3, M2X6 and H2, and only minor species resist a change of λ along z:

zᵀHz ≈ n(HX) + n(MX2) + 4n(MX).

At 700 K this is 8.9×10⁻⁴ mol. Division by |z|² = 10 shows that the smallest eigenvalue of H is at most about 9×10⁻⁵ mol. The largest is at least the hydrogen diagonal element, 4n(H2) ≈ 40 mol. The condition number is thus at least about 4×10⁵.

Rounding in A n is of order 10⁻¹⁶B, and division by the smallest eigenvalue turns it into noise in λ and v. The inner tolerance should stay above that noise, or the loop may not stop. By this estimate, 10⁻⁷ may become unreachable once the smallest eigenvalue falls to about 10⁻⁸ mol. The estimate is cautious. In this mixture the loop still stops at 430 K. At 420 K, where the eigenvalue is 5×10⁻¹⁰ mol, whether every solution stops depends on rounding details such as the order of the species; at 400 K, where it is 1×10⁻¹⁰ mol, some fixed-volume solutions no longer reach the tolerance within 200 steps.

A remedy, not tested here, is to replace the M balance by the X balance minus three times the M balance:

n(HX) + n(X) + 2n(X2) − n(MX2) − 2n(MX) − 3n(M) = 0.

The large amounts have dropped out before any rounding occurs. The atom counts c_i must still be taken from the original A. The results at 1200 K satisfy this balance: 0.15337 + 2×0.00138 = 0.1561 mol, the amount of HX.

Positivity in exact arithmetic does not prevent underflow. Below about 10⁻³⁰⁸ mol, exp(y_i) loses precision and eventually becomes zero in double precision, while y_i remains an ordinary number. Trace species should be stored and reported through y_i.

**10. Failure modes**

*No positive feasible point.* If b_H = 0, every hydrogen-bearing species must vanish, and λ_H runs to −∞. Delete the element and its species. With MX2 and MX3 as the only species at X:M = 3, MX2 must be absent, and λ_M runs to −∞ while λ_X runs to +∞. Delete MX2, and then one of the two balances, which have become dependent. An infeasible b also leaves φ without a minimum.

*Dependent balances.* If MX3 and M2X6 are the only species, the X row is three times the M row and H is singular. Remove one row after checking that b obeys the same relation.

*A missing condensed phase.* Moving atoms a_s from the gas into a pure condensed phase s changes G/RT by g_s − a_s·λ per mole, where g_s is its chemical potential divided by RT. If this is negative, the phase should form and the gas-only result is not the equilibrium. The test costs one scalar product per candidate phase.

*Charged species.* A charge balance has entries of both signs, and a free electron contains no atoms. The bounds that use c_i ≥ 1 then fail, including the contraction limit of section 4.

*Non-ideal gas.* Fugacity coefficients that depend on composition change the derivatives of G. The convexity and descent proofs do not carry over without further conditions.

Values computed for the example and the checks

```
temperature 1200 K; pressure 1.0 bar
feed: M 1, X 3, H 20 mol atoms
species: H [kJ/mol], S [J/(mol K)], g [1], amount [mol]
H2          0   160   -19.2436 9.921937e+00
H         220   140     5.2118 3.787744e-06
X2          0   260   -31.2708 1.189419e-12
X         120   190   -10.8245 2.954958e-08
HX        -95   220   -35.9815 1.561217e-01
M           0   190   -22.8517 1.647172e-10
MX       -380   260   -69.3571 1.376596e-03
MX2      -660   320  -104.6369 1.533686e-01
MX3      -910   380  -136.9100 8.449397e-01
M2X6    -1940   610  -267.8064 1.575842e-04
total amount 11.07790521 mol
volume 1105.282 L
element potentials M, X, H [kJ/mol]: -476.7529 -304.9744 -96.5498
minimum G/RT -333.02128571 mol; G -3322.6716 kJ
starting-path increments 26; all Newton steps 150
volume updates 6
volume iteration: M [mol], N(M) [mol], G upper-lower [mol RT]
24.00000000 11.09312940 6.246e+00
11.09312940 11.07793023 1.108e-02
11.07793023 11.07790525 1.821e-05
11.07790525 11.07790521 2.995e-08
volume response q 0.001644; by differences 0.001644 [1]
upper limit of q 0.875; largest random-case q 0.3290 [1]
largest log-amount difference between solvers 4.3e-14 [1]
quadratic error ratio 100.01 [1]
equal start 24 mol: linear minimum -16.3071 mol
same start, capped log minimum 8.8291 mol
small start 0.1 mol: phi before 1.0000 mol
phi capped -8.6889; uncapped 4.316e+27 mol
MX3 + 1/2 H2 = MX2 + HX: dH 155 kJ/mol
same reaction: dS 80 J/(mol K)
K from potentials 2.7030060e-03; from amounts 2.7030060e-03 [1]
scan: T [K], then MX3, M2X6, MX2, MX, HX, M [mol]
700 4.663e-01 2.666e-01 4.450e-04 2.452e-09 4.450e-04 1.400e-22
900 9.648e-01 1.141e-02 1.241e-02 2.898e-06 1.242e-02 3.193e-16
1100 9.192e-01 5.586e-04 7.941e-02 2.581e-04 7.992e-02 4.495e-12
1300 7.372e-01 4.732e-05 2.571e-01 5.589e-03 2.683e-01 3.501e-09
1500 4.590e-01 4.115e-06 4.932e-01 4.781e-02 5.888e-01 4.586e-07
```
